# Free Spherical Dirac Waves Normalized on the Energy Scale: verification in Python

```python
# Free spherical Dirac waves, normalized on the energy scale.
# Result under test, for psi = (P Omega_kappa, i Q Omega_-kappa)/r :
#   P = A r j_l(kr),  Q = sgn(W) sgn(kappa) B r j_lbar(kr)
#   A^2 = k |W + mc2| / (pi hc^2),  B^2 = k |W - mc2| / (pi hc^2)
# give integral(P P' + Q Q') dr = delta(W - W') for equal energy signs and
# zero, after smearing in energy, for opposite signs.
# W: energy with rest energy (eV); k: wave number (1/angstrom);
# hc: hbar times c (eV angstrom); mc2: electron rest energy (eV);
# l, lbar: orbital numbers of the upper (large) and lower (small) component.
import math
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn, lpmv

hc = const.hbar * const.c / const.e * 1e10
mc2 = const.m_e * const.c**2 / const.e


def orbital_numbers(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    return l, l - int(np.sign(kappa))


def wave_number(W):
    return np.sqrt((np.abs(W) - mc2) * (np.abs(W) + mc2)) / hc


def amplitudes(W):
    k = wave_number(W)
    A = np.sqrt(k * np.abs(W + mc2) / np.pi) / hc
    B = np.sqrt(k * np.abs(W - mc2) / np.pi) / hc
    return A, B


def radial_wave(W, kappa, r):
    l, lbar = orbital_numbers(kappa)
    k = wave_number(W)
    A, B = amplitudes(W)
    P = A * r * spherical_jn(l, k * r)
    Q = np.sign(W) * np.sign(kappa) * B * r * spherical_jn(lbar, k * r)
    return P, Q


def harmonic(l, m, cos_theta, phi):
    if abs(m) > l:
        return 0j * cos_theta * phi
    n = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - n) / math.factorial(l + n))
    value = norm * lpmv(n, l, cos_theta) * np.exp(1j * n * phi)
    return value if m >= 0 else (-1) ** n * np.conj(value)


def spinor(kappa, mj, cos_theta, phi):
    l, _ = orbital_numbers(kappa)
    a = math.sqrt((l + mj + 0.5) / (2 * l + 1))
    b = math.sqrt((l - mj + 0.5) / (2 * l + 1))
    up = harmonic(l, int(round(mj - 0.5)), cos_theta, phi)
    down = harmonic(l, int(round(mj + 0.5)), cos_theta, phi)
    if kappa < 0:
        return np.array([a * up, b * down])
    return np.array([-b * up, a * down])


# Test: angular spinors are orthonormal (quadrature over the sphere).
x_ang, w_ang = np.polynomial.legendre.leggauss(12)
phi_grid = 2 * np.pi * np.arange(16) / 16
CT, PH = np.meshgrid(x_ang, phi_grid, indexing="ij")
weight = w_ang[:, None] * (2 * np.pi / 16) * np.ones_like(PH)
labels = [(kap, mj) for kap in (-3, -2, -1, 1, 2, 3)
          for mj in np.arange(-abs(kap) + 0.5, abs(kap))]
omega = [spinor(kap, mj, CT, PH) for kap, mj in labels]
gram = np.array([[np.sum(weight * np.conj(a) * b) for b in omega]
                 for a in omega])
angular_error = np.max(np.abs(gram - np.eye(len(labels))))
assert angular_error < 1e-12

# Test: the four-component wave solves the Dirac equation, with all
# derivatives taken by finite differences in Cartesian coordinates.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2))
alpha_matrices = [np.block([[zero2, s], [s, zero2]]) for s in pauli]
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def four_spinor(point, W, kappa, mj):
    r = np.linalg.norm(point)
    ct, phi = point[2] / r, math.atan2(point[1], point[0])
    P, Q = radial_wave(W, kappa, r)
    return np.concatenate([P / r * spinor(kappa, mj, ct, phi),
                           1j * Q / r * spinor(-kappa, mj, ct, phi)])


kinetic = 200e3
E0 = mc2 + kinetic
point = np.array([0.006, 0.005, 0.007])
h = 1e-5
dirac_error = 0.0
for kap, mj in labels:
    for W in (E0, -E0):
        psi = four_spinor(point, W, kap, mj)
        H_psi = mc2 * beta @ psi
        for axis in range(3):
            d = np.zeros(3)
            d[axis] = h
            f = [four_spinor(point + n * d, W, kap, mj)
                 for n in (-2, -1, 1, 2)]
            slope = (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * h)
            H_psi = H_psi - 1j * hc * alpha_matrices[axis] @ slope
        error = np.linalg.norm(H_psi - W * psi)
        dirac_error = max(dirac_error,
                          error / (abs(W) * np.linalg.norm(psi)))
assert dirac_error < 1e-7

# Test: asymptotic phases, sine for P and sgn(W) cosine for Q.
k0 = float(wave_number(E0))
for kap in (-3, -2, -1, 1, 2, 3):
    l, lbar = orbital_numbers(kap)
    for W in (E0, -E0):
        A, B = amplitudes(W)
        for z in (1e5, 1e5 + 0.7):
            P, Q = radial_wave(W, kap, z / k0)
            theta = z - l * np.pi / 2
            assert abs(P * k0 / A - np.sin(theta)) < 2e-4
            assert abs(Q * k0 / B - np.sign(W) * np.cos(theta)) < 2e-4

# Test: finite-radius identities against direct quadrature.
nodes, node_weights = np.polynomial.legendre.leggauss(500)


def overlap_to(R, W1, W2, kappa):
    r = 0.5 * R * (nodes + 1)
    P1, Q1 = radial_wave(W1, kappa, r)
    P2, Q2 = radial_wave(W2, kappa, r)
    return 0.5 * R * np.sum(node_weights * (P1 * P2 + Q1 * Q2))


def u_and_slope(l, k, r):
    j = spherical_jn(l, k * r)
    return r * j, j + k * r * spherical_jn(l, k * r, derivative=True)


E1 = mc2 + 100e3
for kap in (-2, -1, 1, 2):
    l, lbar = orbital_numbers(kap)
    for R in (0.1, 0.37, 1.0):
        scale = R * E0 / (np.pi * hc**2 * k0)
        for W1, W2 in ((E0, E1), (E0, -E1), (-E0, -E1), (E0, -E0)):
            P1, Q1 = radial_wave(W1, kap, R)
            P2, Q2 = radial_wave(W2, kap, R)
            boundary = hc * (P1 * Q2 - P2 * Q1) / (W1 - W2)
            assert abs(overlap_to(R, W1, W2, kap) - boundary) < 1e-9 * scale
        closed = (-np.sign(kap) * k0 * R**2 * spherical_jn(l, k0 * R)
                  * spherical_jn(lbar, k0 * R) / (np.pi * hc))
        assert abs(overlap_to(R, E0, -E0, kap) - closed) < 1e-9 * scale
        k1 = float(wave_number(E1))
        r = 0.5 * R * (nodes + 1)
        integral = 0.5 * R * np.sum(node_weights * r**2
                                    * spherical_jn(l, k0 * r)
                                    * spherical_jn(l, k1 * r))
        ua, da = u_and_slope(l, k0, R)
        ub, db = u_and_slope(l, k1, R)
        bessel_boundary = (ua * db - da * ub) / (k0**2 - k1**2)
        assert abs(integral - bessel_boundary) < 1e-9 * R / k0**2

# Test: energy packets, integrated explicitly over energy and radius.
half_width = 50e3
x_E, w_E = np.polynomial.legendre.leggauss(240)
energies = E0 + half_width * x_E
g = np.cos(np.pi * x_E / 2) ** 2 / np.sqrt(0.75 * half_width)
dE = half_width * w_E
dr = 0.001
r_max = 3.0
r_grid = dr * np.arange(int(round(r_max / dr)) + 1)


def packet(sign, kappa):
    P, Q = radial_wave(sign * energies[:, None], kappa, r_grid[None, :])
    return (dE * g) @ P, (dE * g) @ Q


weight_norm = np.sum(dE * g**2)
mean_speed = np.sum(dE * g**2 * hc * wave_number(energies) / energies)
share_plus = np.sum(dE * g**2 * (energies + mc2) / (2 * energies))
assert abs(weight_norm - 1) < 1e-12
packet_results = {}
for kap in (-2, -1, 1, 2):
    Pp, Qp = packet(1, kap)
    Pm, Qm = packet(-1, kap)
    large_plus, small_plus = dr * np.sum(Pp**2), dr * np.sum(Qp**2)
    large_minus, small_minus = dr * np.sum(Pm**2), dr * np.sum(Qm**2)
    cross_large, cross_small = dr * np.sum(Pp * Pm), dr * np.sum(Qp * Qm)
    assert abs(large_plus + small_plus - weight_norm) < 1e-6
    assert abs(large_minus + small_minus - weight_norm) < 1e-6
    assert abs(large_plus - share_plus) < 1e-5
    assert abs(large_minus - (1 - share_plus)) < 1e-5
    assert abs(cross_large - mean_speed / 2) < 1e-5
    assert abs(cross_small + mean_speed / 2) < 1e-5
    assert abs(cross_large + cross_small) < 1e-6
    packet_results[kap] = (large_plus, small_plus, large_minus,
                           small_minus, cross_large, cross_small)

# Worked example: kappa = 1, both energy signs at the same wave number.
kappa = 1
l, lbar = orbital_numbers(kappa)
A_plus, B_plus = amplitudes(E0)
A_minus, B_minus = amplitudes(-E0)
speed = hc * k0 / E0
r0 = 0.01
P_plus, Q_plus = radial_wave(E0, kappa, r0)
P_minus, Q_minus = radial_wave(-E0, kappa, r0)

# Test: conversion to atomic units agrees with the formula evaluated there.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
c_au = 1 / const.fine_structure
to_au = math.sqrt(hartree) * bohr**1.5
k_au, W_au = k0 * bohr, E0 / hartree
A_au = math.sqrt(k_au * (W_au + c_au**2) / (math.pi * c_au**2))
B_au = math.sqrt(k_au * (W_au - c_au**2) / (math.pi * c_au**2))
assert abs(A_plus * to_au / A_au - 1) < 1e-7
assert abs(B_plus * to_au / B_au - 1) < 1e-7

# Test: the equal-energy integral grows as R / (pi hbar v).
growth = 1 / (np.pi * hc * speed)
assert abs(overlap_to(1.0, E0, E0, kappa) / growth - 1) < 0.01

amp_unit = "eV^-1/2 angstrom^-3/2"
wave_unit = "eV^-1/2 angstrom^-1/2"
print(f"electron rest energy mc2 = {mc2:.2f} eV")
print(f"hbar c = {hc:.4f} eV angstrom")
print(f"kinetic energy = {kinetic:.0f} eV")
print(f"total energy |W| = {E0:.2f} eV")
print(f"kappa = {kappa}, l = {l}, lbar = {lbar}")
print(f"wave number k = {k0:.4f} 1/angstrom")
print(f"wave number k = {k_au:.4f} atomic units")
print(f"speed v/c = {speed:.6f}")
print(f"W>0: A = {A_plus:.6e} {amp_unit}")
print(f"W>0: B = {B_plus:.6e} {amp_unit}")
print(f"W<0: A = {A_minus:.6e} {amp_unit}")
print(f"W<0: B = {B_minus:.6e} {amp_unit}")
print(f"W>0: A = {A_plus * to_au:.6f} atomic units")
print(f"W>0: B = {B_plus * to_au:.6f} atomic units")
print(f"W>0: B/A = {B_plus / A_plus:.6f}")
print(f"W<0: B/A = {B_minus / A_minus:.6f}")
print(f"sample radius = {r0} angstrom, kr = {k0 * r0:.6f}")
print(f"j_l(kr) = {spherical_jn(l, k0 * r0):.6f}")
print(f"j_lbar(kr) = {spherical_jn(lbar, k0 * r0):.6f}")
print(f"W>0: P = {P_plus:.6e} {wave_unit}")
print(f"W>0: Q = {Q_plus:.6e} {wave_unit}")
print(f"W<0: P = {P_minus:.6e} {wave_unit}")
print(f"W<0: Q = {Q_minus:.6e} {wave_unit}")
for R in (0.1, 1.0):
    same = overlap_to(R, E0, E0, kappa)
    cross = overlap_to(R, E0, -E0, kappa)
    print(f"R = {R} angstrom: equal-sign integral = {same:.6e} 1/eV")
    print(f"R = {R} angstrom: opposite-sign integral = {cross:.6e} 1/eV")
print(f"growth rate 1/(pi hbar v) = {growth:.6e} 1/(eV angstrom)")
print(f"opposite-sign asymptotic amplitude = "
      f"{1 / (2 * np.pi * hc * k0):.6e} 1/eV")
print(f"packet half-width = {half_width:.0f} eV")
print(f"packet radial cutoff = {r_max} angstrom")
lp, sp, lm, sm, cl, cs = packet_results[kappa]
print(f"W>0 packet: large share = {lp:.6f}, small share = {sp:.6f}")
print(f"W>0 packet: norm = {lp + sp:.6f}")
print(f"W<0 packet: large share = {lm:.6f}, small share = {sm:.6f}")
print(f"W<0 packet: norm = {lm + sm:.6f}")
print(f"packet mean of v/c = {mean_speed:.6f}")
print(f"cross overlap, large components = {cl:.6f}")
print(f"cross overlap, small components = {cs:.6f}")
print(f"cross overlap, total magnitude = {abs(cl + cs):.1e}")
print(f"cross overlap with reversed relative sign = {cl - cs:.6f}")
print(f"largest relative Dirac-equation residual = {dirac_error:.1e}")
print(f"largest angular orthonormality error = {angular_error:.1e}")
print("done: every assertion held")
```

It prints:

```
electron rest energy mc2 = 510998.95 eV
hbar c = 1973.2698 eV angstrom
kinetic energy = 200000 eV
total energy |W| = 710998.95 eV
kappa = 1, l = 1, lbar = 0
wave number k = 250.5323 1/angstrom
wave number k = 132.5760 atomic units
speed v/c = 0.695314
W>0: A = 5.002714e+00 eV^-1/2 angstrom^-3/2
W>0: B = 2.023883e+00 eV^-1/2 angstrom^-3/2
W<0: A = 2.023883e+00 eV^-1/2 angstrom^-3/2
W<0: B = 5.002714e+00 eV^-1/2 angstrom^-3/2
W>0: A = 10.045759 atomic units
W>0: B = 4.064082 atomic units
W>0: B/A = 0.404557
W<0: B/A = 2.471839
sample radius = 0.01 angstrom, kr = 2.505323
j_l(kr) = 0.415712
j_lbar(kr) = 0.237175
W>0: P = 2.079688e-02 eV^-1/2 angstrom^-1/2
W>0: Q = 4.800137e-03 eV^-1/2 angstrom^-1/2
W<0: P = 8.413524e-03 eV^-1/2 angstrom^-1/2
W<0: Q = -1.186517e-02 eV^-1/2 angstrom^-1/2
R = 0.1 angstrom: equal-sign integral = 2.314661e-05 1/eV
R = 0.1 angstrom: opposite-sign integral = -5.114055e-08 1/eV
R = 1.0 angstrom: equal-sign integral = 2.316611e-04 1/eV
R = 1.0 angstrom: opposite-sign integral = -3.231857e-07 1/eV
growth rate 1/(pi hbar v) = 2.319970e-04 1/(eV angstrom)
opposite-sign asymptotic amplitude = 3.219363e-07 1/eV
packet half-width = 50000 eV
packet radial cutoff = 3.0 angstrom
W>0 packet: large share = 0.859495, small share = 0.140505
W>0 packet: norm = 1.000000
W<0 packet: large share = 0.140505, small share = 0.859495
W<0 packet: norm = 1.000000
packet mean of v/c = 0.694714
cross overlap, large components = 0.347357
cross overlap, small components = -0.347357
cross overlap, total magnitude = 1.1e-14
cross overlap with reversed relative sign = 0.694714
largest relative Dirac-equation residual = 8.0e-13
largest angular orthonormality error = 8.9e-16
done: every assertion held
```
